# Choosing an AVAS Active Space: Projector Weights, Thresholds and Entanglement

## The decision

Before a multireference calculation you must decide which orbitals enter the active space. The atomic valence active space (AVAS) method replaces picking orbitals by eye with two inputs: a list of target atomic orbitals, such as one atom's valence p shell, and a threshold \(\tau\). The program returns two lists of numbers between 0 and 1, one for occupied and one for virtual orbitals, and keeps the orbitals whose number exceeds \(\tau\). A small change of \(\tau\) can turn a six-electron space into a two-electron one, so it matters what the numbers mean.

They are target weights. They also determine how strongly the mean-field determinant entangles the target with its surroundings, but a large weight is not a large entanglement: weights 0 and 1 both mean none, and 1/2 means the most.

The setting here is a closed-shell restricted Hartree–Fock (RHF) determinant \(\Phi\) with \(N\) doubly occupied spatial orbitals. Orbitals are real and orthonormal; \(i,j\) label occupied and \(a,b\) virtual ones. Energies are in hartree.

## What the program diagonalizes

Let \(|p\rangle\) be \(m\) linearly independent target orbitals with overlap \(\sigma_{pq}=\langle p|q\rangle\), spanning the target space \(T\). The best approximation \(\sum_p c_p|p\rangle\) to an orbital \(\psi\) minimizes

\[
\Big\|\psi-\sum_p c_p\,p\Big\|^2=1-2\sum_p c_p\langle p|\psi\rangle+\sum_{pq}c_p\sigma_{pq}c_q .
\]

Setting the derivative with respect to \(c_p\) to zero gives \(\sum_q\sigma_{pq}c_q=\langle p|\psi\rangle\). Solving for \(c\) shows that the approximation is \(P\psi\), with

\[
P=\sum_{pq}|p\rangle(\sigma^{-1})_{pq}\langle q| .
\]

In \(P^2\) the inner overlaps form \(\sigma^{-1}\sigma\sigma^{-1}=\sigma^{-1}\), so \(P^2=P\). Since \(\sigma\) is symmetric, \(P^\dagger=P\). Hence \(\langle\psi|P|\psi\rangle=\|P\psi\|^2\) is the fraction of \(\psi\) inside \(T\), between 0 and 1. The inverse overlap prevents double counting when targets on different atoms overlap.

AVAS diagonalizes two separate matrices,

\[
S^{\rm occ}_{ij}=\langle i|P|j\rangle,\qquad S^{\rm vir}_{ab}=\langle a|P|b\rangle .
\]

If \(U\) holds the eigenvectors of the first, the new occupied orbitals are \(\phi_k=\sum_i|i\rangle U_{ik}\), and

\[
\langle\phi_j|P|\phi_k\rangle=\lambda_k\delta_{jk}. \tag{1}
\]

So \(\lambda_k\) is the target weight of \(\phi_k\), and the target parts of different \(\phi_k\) are orthogonal. These parts live in an \(m\)-dimensional space, so at most \(m\) eigenvalues are nonzero. The same holds for the virtual eigenvalues \(\mu_k\).

Taking the leading eigenvectors is the best choice for a given number \(n\) of occupied orbitals. For any orthonormal occupied set \(x_1,\dots,x_n\), equation (1) gives the total weight

\[
\sum_{s=1}^{n}\langle x_s|P|x_s\rangle=\sum_k\lambda_k q_k,\qquad q_k=\sum_{s=1}^{n}\langle\phi_k|x_s\rangle^2 .
\]

Here \(0\le q_k\le1\) and \(\sum_kq_k=n\), so the sum is largest when \(q_k=1\) for the \(n\) largest eigenvalues. The target weight lost is then the sum of the discarded eigenvalues.

## Why the SCF determinant is safe

For one spin, \(\Phi\) contains the determinant of the matrix \(\phi_i(\mathbf r_j)\). Rotating the occupied orbitals multiplies this matrix by \(U^{T}\), so

\[
\det[\phi'_k(\mathbf r_j)]=\det(U)\,\det[\phi_i(\mathbf r_j)],\qquad \det U=\pm1 .
\]

Both spins use the same \(U\), so the full closed-shell determinant acquires \((\det U)^2=1\) and is unchanged. The one-spin density matrix agrees: with occupied coefficients \(C\), \(CU(CU)^{T}=CUU^{T}C^{T}=CC^{T}\). Virtual orbitals do not appear in \(\Phi\), so rotating them has no effect on it.

Diagonalizing \(P\) over occupied and virtual orbitals together would lose this protection. For \(\lambda_k>0\), define the normalized target part

\[
t_k=\frac{P\phi_k}{\sqrt{\lambda_k}},\qquad \langle\phi_j|t_k\rangle=\sqrt{\lambda_k}\,\delta_{jk}, \tag{2}
\]

where the overlap follows from (1). If \(t_k\) replaces \(\phi_k\) in both spins, the matrix of overlaps between old and new occupied orbitals is diagonal, with one entry \(\sqrt{\lambda_k}\) and the rest 1. The new determinant overlaps \(\Phi\) by \(\sqrt{\lambda_k}\) per spin, thus by \(\lambda_k\) in total. It is a different state unless \(\lambda_k=1\).

An AVAS active space is built from whole rotated orbitals, and discarded occupied orbitals stay doubly occupied. Filling all active occupied orbitals therefore reproduces \(\Phi\), which is one configuration of the active-space problem. By the variational principle, the lowest energy of a complete active space configuration interaction (CASCI) in the same spin sector cannot lie above the RHF energy.

For a high-spin restricted open-shell determinant, rotate the doubly occupied, singly occupied and virtual sets separately; the determinant argument then applies to each spin. The formulas below, which double one spin's result, need the closed shell.

## Occupied and virtual weights come in pairs

Suppose first that \(T\) lies inside the span of the molecular orbitals, as it does when the targets are functions of the calculation's own basis. Let \(P_{\rm occ}\) and \(P_{\rm vir}\) project onto the two orbital blocks. On \(T\) they add up to the identity.

Equation (2) gives \(P_{\rm occ}t_k=\sqrt{\lambda_k}\,\phi_k\). The rest of \(t_k\) is virtual and has squared norm \(1-\lambda_k\). For \(0<\lambda_k<1\), normalize this virtual part, and also the part of \(\phi_k\) outside the target:

\[
\chi_k=\frac{t_k-\sqrt{\lambda_k}\,\phi_k}{\sqrt{1-\lambda_k}},\qquad
b_k=\frac{\phi_k-\sqrt{\lambda_k}\,t_k}{\sqrt{1-\lambda_k}} .
\]

Solving the second definition for \(\phi_k\), and inserting the result in the first, gives

\[
\begin{aligned}
\phi_k&=\sqrt{\lambda_k}\,t_k+\sqrt{1-\lambda_k}\,b_k,\\
\chi_k&=\frac{(1-\lambda_k)t_k-\sqrt{\lambda_k(1-\lambda_k)}\,b_k}{\sqrt{1-\lambda_k}}
=\sqrt{1-\lambda_k}\,t_k-\sqrt{\lambda_k}\,b_k .
\end{aligned}\tag{3}
\]

The \(b_k\) are orthonormal because \(\langle\phi_j|(1-P)|\phi_k\rangle=(1-\lambda_k)\delta_{jk}\). They are called bath orbitals: the only directions outside \(T\) that these pairs involve.

To see that \(\chi_k\) is what the virtual diagonalization returns, apply \(P\) and then \(P_{\rm vir}\):

\[
P_{\rm vir}P\chi_k=\sqrt{1-\lambda_k}\,P_{\rm vir}t_k=(1-\lambda_k)\chi_k .
\]

Each occupied weight \(\lambda_k\) thus has a virtual partner \(\mu_k=1-\lambda_k\). If equal weights occur, the partners can be chosen this way within the degenerate set. At \(\lambda_k=1\) the target direction is itself occupied and has no virtual partner. Any direction of \(T\) orthogonal to all the \(t_k\) is orthogonal to every occupied orbital, hence purely virtual; assign it \(\lambda=0\), \(\mu=1\). With these zeros included there are \(m\) values \(\lambda_k\), one for each target direction.

Keeping both members of every pair with \(0<\lambda_k<1\), together with the unpaired orbitals of weight 1 (occupied or virtual), gives an active space that contains all of \(T\) plus one bath orbital per pair.

## From weights to entanglement

Take one spin and let \(t_k^\dagger\) and \(b_k^\dagger\) create electrons in the orbitals of (3). Occupied orbitals with zero target weight lie wholly outside \(T\); call their creation operators \(e_l^\dagger\). The determinant is

\[
|\Phi_{\rm spin}\rangle=\prod_k\left(\sqrt{\lambda_k}\,t_k^\dagger+\sqrt{1-\lambda_k}\,b_k^\dagger\right)\prod_l e_l^\dagger|0\rangle ,
\]

where \(k\) runs over the nonzero weights. In each factor choose either the target orbital, \(n_k=1\), or the bath orbital, \(n_k=0\). Moving the target operators to the front costs at most a sign in each term, which can be absorbed in the target state. The result is

\[
|\Phi_{\rm spin}\rangle=\sum_{\mathbf n}\sqrt{w_{\mathbf n}}\,|T_{\mathbf n}\rangle|E_{\mathbf n}\rangle,\qquad
w_{\mathbf n}=\prod_k\lambda_k^{n_k}(1-\lambda_k)^{1-n_k} .
\]

Different \(\mathbf n\) fill different orthonormal orbitals on both sides, so both sets of states are orthonormal. This is a Schmidt decomposition, and \(w_{\mathbf n}\) are the eigenvalues of the reduced state of the target. The \(n_k\) behave as independent yes-or-no variables with probabilities \(\lambda_k\). The logarithm of \(w_{\mathbf n}\) is a sum over \(k\), and in each term the other variables sum to one. The entropy per spin is therefore

\[
-\sum_{\mathbf n}w_{\mathbf n}\ln w_{\mathbf n}=\sum_k h(\lambda_k),\quad
h(\lambda)=-\lambda\ln\lambda-(1-\lambda)\ln(1-\lambda). \tag{4}
\]

A yes-or-no variable has variance \(\lambda_k-\lambda_k^2\), so the electron number in the target has variance \(\sum_k\lambda_k(1-\lambda_k)\) per spin. For the closed shell the two spins are independent, and entropy and variance both double.

Since \(h'(\lambda)=\ln[(1-\lambda)/\lambda]\) vanishes at \(\lambda=1/2\) and \(h''=-1/[\lambda(1-\lambda)]\) is negative, entanglement peaks at equal sharing, with \(h=\ln2\). It vanishes at both ends: a target orbital that is empty or filled with certainty shares nothing.

## What the threshold does

Let the same threshold, \(0<\tau<1/2\), act on both blocks, keeping weights above \(\tau\). For a target inside the orbital span, pairing leaves three cases:

- If \(\tau<\lambda_k<1-\tau\), both \(\phi_k\) and \(\chi_k\) are active.
- If \(\lambda_k\ge1-\tau\), only the occupied orbital is active.
- If \(\lambda_k\le\tau\), only the virtual orbital is active.

The retained weight of \(t_k\) is 1 in the first case and at least \(1-\tau\) in the others. Different \(t_k\) have no active orbital in common, so this lower bound holds for every normalized orbital in \(T\). The number of active orbitals lies between \(m\) and \(2m\). With \(\tau\ge1/2\) the guarantee fails, because a pair with \(\lambda_k=1/2\) loses both members.

The threshold thus removes the weaker partners of the less entangled pairs. It does not estimate the energy lost by doing so.

## Carbon monoxide: one atom as target

Consider CO at a chosen bond length of 2.13 bohr, with RHF in the cc-pVDZ basis. The target is the contracted carbon 2p shell of that basis, so \(m=3\) and pairing is exact. This shell is only the inner part of the split-valence 2p orbital: the most diffuse p primitive is a separate basis function and is not included, so the target is more compact than the 2p orbital of the free atom. The nonzero occupied weights are 0.7482 for the \(\sigma\) direction (along the bond) and 0.3037 twice for the \(\pi\) directions. The virtual weights are 0.2518 and 0.6963 twice, as \(1-\lambda_k\) requires. These digits belong to cc-pVDZ: with the same target function and the aug-cc-pVDZ or cc-pVTZ basis, the weights move by up to about 0.004 and the entropy below by up to about 0.004 nat, while the active-space sizes listed below stay the same.

The entropy is

\[
2\,(0.56425+2\times0.61399)=3.584\ \text{nat}=5.171\ \text{bit},
\]

where the outer factor 2 counts spins. Each \(\pi\) pair is more entangled than the \(\sigma\) pair although its occupied weight is smaller, because 0.3037 is closer to 1/2 than 0.7482 is. The target holds \(2(0.7482+2\times0.3037)=2.711\) electrons, with number variance

\[
2\,(0.7482\times0.2518+2\times0.3037\times0.6963)=1.223 .
\]

The thresholds show how sharp the decision can be:

- At \(\tau=0.20\) all six orbitals are active: six electrons in six orbitals.
- At \(\tau=0.30\) the virtual \(\sigma\) partner drops out: six electrons in five orbitals.
- At \(\tau=0.31\) the occupied \(\pi\) pair drops out too: two electrons in three orbitals.

The last step freezes both occupied \(\pi\) orbitals while keeping their virtual partners, which is a poor basis for describing the \(\pi\) bond.

The CASCI with all six orbitals lies 0.0669 hartree below the RHF energy of \(-112.7494\) hartree. Six electrons in the six canonical orbitals nearest the gap give a lowering of 0.0492 hartree. For this molecule, target and basis, AVAS gains 0.0177 hartree more at equal size. The gain is not converged in the basis: with the same target function the AVAS lowering changes by less than 0.001 hartree in cc-pVTZ and aug-cc-pVDZ, but the canonical lowering falls to 0.039 and 0.002 hartree, so the gain grows to 0.027 and 0.064 hartree. One case does not establish a general ranking.

Replacing the occupied \(\sigma\) orbital by its target part \(t_k\) gives one example of what mixing the blocks costs. The overlap with \(\Phi\) falls to 0.7482, and the energy of the determinant rises by 0.919 hartree.

## Entanglement is not correlation energy

Equation (4) describes \(\Phi\), a state without electron correlation beyond antisymmetry. Its entropy says how the mean field shares electrons between two sets of orbitals, and it changes when the target changes.

Take instead the 2p\(\pi\) functions on both atoms of the same molecule, so \(m=4\). The occupied weights are 0.8535 twice and 0 twice; the virtual weights are 1 twice and 0.1465 twice. The entropy is 1.666 nat, less than half the previous value. These are again the compact contracted shells, and most of this entropy comes from that choice: with the free-atom 2p orbitals expressed in the same basis, the occupied weights are 0.992 and the entropy is 0.19 nat. At \(\tau=0.20\) the space has four electrons in four orbitals, and its CASCI lowering is 0.0606 hartree, about 91% of that found with the carbon target.

The two active virtual orbitals here have weight 1. They lie wholly inside the target, are empty in \(\Phi\), and contribute nothing to its entropy. Yet without them the active space would contain the single configuration \(\Phi\) and give no lowering at all. In this space the whole lowering thus depends on orbitals with no mean-field entanglement, so a small \(h(\lambda)\) does not by itself show that an orbital can be dropped. The alternative space that keeps the virtual partners of weight 0.1465 in their place gives only 0.0108 hartree; keeping both sets of virtual orbitals gives 0.0778 hartree.

## Targets from a separate reference basis

Target orbitals can also be taken from a minimal reference set that the calculation's basis does not reproduce fully. Let \(G\) be the matrix, in an orthonormal basis of \(T\), of the projector onto all molecular orbitals. Define \(\delta=1-g_{\min}\), with \(g_{\min}\) its smallest eigenvalue. Then \(\delta\) is the largest weight that any normalized target orbital has outside the orbital span.

Write \(D\) and \(V\) for the matrices of \(P_{\rm occ}\) and \(P_{\rm vir}\) in the same basis of \(T\). By (2), \(D\) has eigenvectors \(t_k\) with eigenvalues \(\lambda_k\); the eigenvalues of \(V\) are likewise the \(\mu_k\). From \(D+V=G\),

\[
V=(1-D)-(1-G),
\]

and the eigenvalues of \(1-G\) lie between 0 and \(\delta\). For every unit vector \(x\), \(x^{T}Vx\) therefore lies between \(x^{T}(1-D)x-\delta\) and \(x^{T}(1-D)x\). The \(k\)-th largest eigenvalue of a symmetric matrix is the largest, over \(k\)-dimensional subspaces, of the smallest such expectation value in the subspace, so each ordered eigenvalue of \(V\) lies below that of \(1-D\) by an amount between 0 and \(\delta\). Hence, with \(\lambda_k\) ascending and \(\mu_k\) descending,

\[
0\le 1-\lambda_k-\mu_k\le\delta .
\]

The entropy formula needs no correction, because its derivation used only the occupied orbitals and their parts inside and outside \(T\). What is lost is exact pairing, and with it the guarantee that the active space can contain all of \(T\).

For carbon 2p from the MINAO reference set, the occupied weights are 0.790 and 0.413 twice, the virtual weights 0.210 and 0.587 twice. The missing weight \(\delta\) is only \(5.5\times10^{-4}\), so pairing is nearly intact. The \(\pi\) weights nevertheless differ clearly from the 0.304 found with the cc-pVDZ shell. The MINAO function is close to the free-atom 2p orbital, with root-mean-square radius 1.93 bohr, while the contracted shell lacks the diffuse part and has radius 1.30 bohr; the two overlap by only 0.917. Two functions both labelled "carbon 2p" are different targets. At \(\tau=0.25\) the first target gives six active orbitals and the MINAO target five.

## Guidance for a calculation

**Choose the target by the chemistry.** List the atomic orbitals whose occupation is expected to change in the process studied. For a bond, compare targets on one atom and on both; they ask different questions of the same determinant.

**Read both lists before accepting a threshold.** Place \(\tau\) below 1/2 and in a clear gap between weights. If a weight lies close to \(\tau\), repeat the calculation with the orbital added or removed. Do not cut through a degenerate set by fixing the number of orbitals, since the selected space is then not unique.

**Check the pairing.** Sums \(\lambda_k+\mu_k\) well below 1 mean that the basis represents the target poorly. Nearly dependent targets are a separate warning, because \(\sigma^{-1}\) then amplifies rounding errors.

**Keep the target fixed along a series.** Weights from different reference functions are not comparable, and a fixed threshold can select different numbers of orbitals at different geometries. Choose one space that covers the whole series.

**Question the starting determinant.** AVAS preserves \(\Phi\), including its faults. If the SCF solution is a poor one, the weights faithfully describe a poor reference.

The numerical check tests, for CO, the invariance of the determinant, the pairing of weights and its bound \(\delta\), the Schmidt weights, entropy and variance, and it computes the CASCI energies; the entropies come from an explicit expansion of the determinant. The active-space sizes quoted for the carbon targets are read off the printed weights, and the \(1-\tau\) bound and the open-shell remark are not tested numerically. The radii, the overlap 0.917, the free-atom \(\pi\) values, the lowerings 0.0108 and 0.0778 hartree and the values in other basis sets are not among the numbers it prints.

## Computed results

```
CO bond length (bohr): 2.13
basis functions, occupied orbitals: 28 7
RHF energy (hartree): -112.749388
TARGET 1: carbon 2p shell of cc-pVDZ
occupied eigenvalues: 0.748250 0.303723 0.303723
2pz share of target part, same order: 1.000000 0.000000 0.000000
virtual eigenvalues: 0.696277 0.696277 0.251750
entropy per pair and spin (nat): 0.564250 0.613986 0.613986
entropy, explicit SVD, one spin (nat): 1.792222
entropy, both spins (nat): 3.584444
entropy, both spins (bit): 5.171260
electrons in target, both spins: 2.711392
number variance in target, both spins: 1.222646
singular values of environment parts: 1.000000 1.000000 1.000000 0.000000 0.000000 0.000000
determinant of occupied rotation: -1.000000
wavefunction ratios, block rotation: -1.000000 -1.000000 -1.000000
wavefunction ratios, mixed orbital: -0.845924 0.461448 -1.714345
energy change, block rotation (hartree): 2.8e-14
energy rise, mixed orbital (hartree): 0.918969
overlap with SCF, mixed orbital: 0.748250
CASCI(6,6) AVAS energy (hartree): -112.816303
CASCI(6,6) AVAS lowering (hartree): 0.066915
CASCI(6,6) canonical energy (hartree): -112.798620
CASCI(6,6) canonical lowering (hartree): 0.049232
TARGET 2: 2px and 2py on both atoms, cc-pVDZ
overlap of C 2px with O 2px: 0.117227
occupied eigenvalues: 0.853520 0.853520 0.000000 0.000000
virtual eigenvalues: 1.000000 1.000000 0.146480 0.146480
entropy, both spins (nat): 1.666219
threshold: 0.20
active electrons, orbitals: 4 4
CASCI energy (hartree): -112.810036
CASCI lowering (hartree): 0.060648
TARGET 3: carbon 2p of MINAO, outside the MO span
occupied eigenvalues: 0.789933 0.412828 0.412828
virtual eigenvalues: 0.586626 0.586626 0.209561
largest missing target weight: 5.462e-04
pairing gaps: 5.462e-04 5.462e-04 5.057e-04
entropy, both spins (nat): 3.739576
threshold: 0.10
active electrons, orbitals: 6 6
```
